# Slater's half-core-hole estimate from Janak's theorem and its curvature error, part 2

The problem is how well a calculation with half a core electron missing gives a core ionisation energy, and what causes its error. A core orbital $\varphi_c$ of spin $\beta$ holds $n$ electrons, with $n=1$ the full core and $n=0$ the ion. All other occupations stay at zero or one. $E(n)$ is the self-consistent mean-field energy at fixed nuclei, and $\varepsilon(n)$ is the core orbital energy. Primes on $\varepsilon$ denote derivatives with respect to $n$. The derivation uses Hartree atomic units, and numerical energies are in eV.

Janak's theorem and its integral are

$$
\frac{dE}{dn}=\varepsilon(n), \tag{2}
$$

$$
E(1)-E(0)=\int_0^1\varepsilon(n)\,dn,\qquad
I=-\int_0^1\varepsilon(n)\,dn, \tag{3}
$$

where $I=E(0)-E(1)$ is the vertical ionisation energy. Using the neutral orbital energy instead gives the error

$$
-\varepsilon(1)-I=-\tfrac12\,\varepsilon'(1)+\tfrac16\,\varepsilon''(1)+\dots \tag{4}
$$

Slater's half-hole estimate is $S=-\varepsilon(1/2)$. Its error is

$$
S-I=\int_0^1K(n)\,\varepsilon''(n)\,dn, \tag{5}
$$

where $K$ is $n^2/2$ for $n\le1/2$ and $(1-n)^2/2$ for $n\ge1/2$, with integral $1/24$.

If only a portion $h$ of the electron is removed, in an interval centred on $n=1/2$, then with $x=n-\tfrac12$ and derivatives taken at $n=1/2$ the midpoint error is

$$
M(h)=\int_{-h/2}^{h/2}\varepsilon\,dx-h\,\varepsilon(1/2)=\frac{h^3}{24}\,\varepsilon''+\frac{h^5}{1920}\,\varepsilon''''+\dots \tag{7}
$$

Ionisation needs $h=1$.

To find the origin of the curvature $\varepsilon''$, the orbitals are frozen at their half-hole form while $n$ varies. The kinetic and nuclear parts of the frozen level are then constant, and the Hartree part is linear, rising as $(n-\tfrac12)J$, where $J$ is the Coulomb repulsion of two electrons in $\varphi_c$. None of these has curvature. In Hartree–Fock theory exchange cancels the Hartree variation, so the frozen level is constant and all slope and curvature come from orbital relaxation.

**Q.** And with a density functional?

**A.** An approximate exchange–correlation energy is a nonlinear function of the density. The cancellation is then incomplete, and the frozen level can bend. By the count just made, all of that frozen curvature comes from exchange and correlation.

The local density approximation for exchange shows the tendency. For a spin density $n|\varphi_c|^2$ standing alone, the exchange energy is $-Cn^{4/3}$ with a positive constant $C$. Its contribution to the orbital energy and to the curvature is

$$
\frac{d}{dn}\left(-Cn^{4/3}\right)=-\tfrac43Cn^{1/3},\qquad
\frac{d^2}{dn^2}\left(-\tfrac43Cn^{1/3}\right)=+\tfrac{8}{27}\,C\,n^{-5/3}.
$$

The curvature is positive and grows as the orbital empties. In a molecule other electrons of the same spin are present in the core region, so the density there does not vanish and the growth is cut off. A gradient-corrected functional changes the details. For such a functional I offer this as a plausible mechanism, not as a proof.

**Q.** Let me see a real molecule.

**A.** Take the F 1s level of hydrogen fluoride, at a round bond length of 0.092 nm. I use two levels of theory, unrestricted Hartree–Fock (UHF) and unrestricted Kohn–Sham theory with the PBE functional. The fluorine basis is cc-pVTZ with its contractions removed, so that the core orbital can change shape. Hydrogen has the cc-pVDZ basis, and there are 47 functions in all. Both calculations are non-relativistic. The orbital energies in eV are:

| $n$ | UHF | PBE |
|---|---:|---:|
| 1.0 | −715.259 | −659.331 |
| 0.7 | −701.766 | −680.907 |
| 0.5 | −692.782 | −694.320 |
| 0.3 | −683.843 | −706.218 |
| 0.0 | −670.580 | −713.066 |

The energy differences $E(0)-E(1)$ are 692.828 eV in UHF and 692.319 eV in PBE. The third decimal is kept for comparing numbers within one theory. It says nothing about agreement with measurement.

**Q.** The two columns run in opposite directions! Can both obey Janak's theorem?

**A.** They can, and the theorem was tested on each. The slope of the total energy, taken from its values at $n=0.495$ and $n=0.505$, is −692.782 eV in UHF and −694.320 eV in PBE. Both agree with the table at $n=1/2$.

The directions differ because the slopes have different origins. In UHF the frozen level is constant, so its whole variation is relaxation. With PBE there is an explicit part as well. Since the Hartree term rises with $n$, a rising total is possible when approximate exchange and correlation cancel too little of it.

**Q.** How bad is the neutral orbital energy?

**A.** In UHF, $-\varepsilon(1)-I=715.259-692.828=22.431$ eV. This has a direct meaning. With the neutral orbitals frozen, the UHF level keeps the value $\varepsilon(1)$, so the ion built from those orbitals lies $-\varepsilon(1)$ above the neutral molecule. Relaxation lowers the ion by 22.4 eV.

In PBE, $-\varepsilon(1)-I=659.331-692.319=-32.988$ eV, which is −33.0 eV. The opposite sign follows from the opposite slope in (4).

**Q.** Now the half hole.

**A.** The errors relative to the energy difference of the same theory are

$$
\text{UHF: } S-I=692.782-692.828=-0.046\ \text{eV},
$$

$$
\text{PBE: } S-I=694.320-692.319=+2.001\ \text{eV}.
$$

Cancelling the slope has reduced an error of tens of eV to 0.05 eV in one theory and 2 eV in the other.

**Q.** Is that remainder really curvature, or are you naming it after the fact?

**A.** The curvature can be found from orbital energies alone. With five values spaced by 0.1 around $n=1/2$, numerical differentiation gives $\varepsilon''(1/2)=-1.125$ eV in UHF and $35.815$ eV in PBE. You can check their size from the table with a wider step of 0.2. For PBE,

$$
\frac{-706.218+2(694.320)-680.907}{0.2^2}=\frac{1.515}{0.04}=37.9\ \text{eV}.
$$

The wider step adds about $0.2^2\varepsilon''''/12$. The next term of the series, $\varepsilon''''/1920=0.317$ eV, corresponds to the five-point estimate $\varepsilon''''\approx609$ eV (the step of 0.1 makes this roughly 10% larger than the true derivative), so the addition is about 2.0 eV. That is the difference from 35.8 eV, as it must be, because both derivatives were formed from the same five orbital energies.

The leading errors are then

$$
\text{UHF: }\frac{-1.125}{24}=-0.047\ \text{eV},\qquad
\text{PBE: }\frac{35.815}{24}=1.492\ \text{eV}.
$$

In UHF this accounts for the error to within 0.001 eV. In PBE it accounts for three quarters of it and leaves 0.51 eV. The fourth-derivative term, estimated from the same five orbital energies, supplies about 0.3 eV of that. The remaining 0.2 eV or so belongs to higher terms and to the error of numerical differentiation.

**Q.** Three quarters isn't a triumph for a leading term.

**A.** It shows that a width of one is large for this PBE curve. The order itself can be examined with narrower intervals. By (7), doubling $h$ should multiply the midpoint error by about eight. From $h=0.2$ to $h=0.4$ the ratio is 7.986 in UHF and 8.194 in PBE. The excess over eight in PBE is explained by the next term. With $r=0.317/1.492=0.212$,

$$
\frac{M(0.4)}{M(0.2)}\approx8\,\frac{1+0.16\,r}{1+0.04\,r}=8.20 .
$$

**Q.** Where does the PBE curve bend so unevenly?

**A.** The table locates it. The mean slopes over successive intervals, starting from the empty core, are

$$
\frac{6.848}{0.3}=22.8,\quad \frac{11.898}{0.2}=59.5,\quad \frac{13.413}{0.2}=67.1,\quad \frac{21.576}{0.3}=71.9\ \text{eV}.
$$

The centres of these intervals are $n=0.15$, 0.4, 0.6 and 0.85. Dividing the changes of slope by the distances between centres gives local averages of $\varepsilon''$ of about 147, 38 and 19 eV. The table does not resolve the lowest interval, where the level is not even monotonic: at $n=0.1$ it lies more than 1 eV below its value at $n=0$. The bending is concentrated near the empty core, as the local-exchange argument suggests.

The frozen-orbital calculation shows how much is explicit. At $n=1/2$ the frozen PBE curvature is 41.6 eV, against 35.8 eV with relaxation. Exchange and correlation thus supply more than the total, and the response of the orbitals takes back 5.8 eV. In UHF the frozen curvature is zero to the printed 0.001 eV, as derived. These shares hold for orbitals frozen at the half-hole state. Another choice of frozen orbitals would divide the total differently.

**Q.** Then compute the end points as well and correct for the curvature.

**A.** The three values $\varepsilon(0)$, $\varepsilon(1/2)$ and $\varepsilon(1)$ give the estimate

$$
\varepsilon''\approx4\left[\varepsilon(0)-2\varepsilon(1/2)+\varepsilon(1)\right].
$$

Put this into the leading correction. Since $4/24=1/6$,

$$
I\approx-\varepsilon(1/2)-\tfrac16\left[\varepsilon(0)-2\varepsilon(1/2)+\varepsilon(1)\right]
=-\tfrac16\left[\varepsilon(0)+4\varepsilon(1/2)+\varepsilon(1)\right],
$$

which is Simpson's rule. In UHF its error vanishes to the printed 0.001 eV. In PBE it gives 691.613 eV, which is 0.706 eV too low. That is better than the bare half hole but worse than using the value of $\varepsilon''(1/2)$ from numerical differentiation, which leaves 0.508 eV.

**Q.** More data and a worse answer. Why?

**A.** The three-point estimate gives the ends too much weight. Integrating by parts once in each half of the interval,

$$
\int_0^{1/2}n\,\varepsilon''\,dn=\tfrac12\varepsilon'(1/2)-\varepsilon(1/2)+\varepsilon(0),
$$

$$
\int_{1/2}^1(1-n)\,\varepsilon''\,dn=-\tfrac12\varepsilon'(1/2)+\varepsilon(1)-\varepsilon(1/2).
$$

Their sum is the bracket above. The estimate is therefore an average of $\varepsilon''$ with weight $4n$ in the lower half and $4(1-n)$ in the upper half. The average that the midpoint error needs has weight $24K$, which is $12n^2$ in the lower half and much smaller near $n=0$. In PBE the three-point average is

$$
4\,(-713.066+1388.640-659.331)=65.0\ \text{eV},
$$

whereas the average needed is $24\times2.001=48.0$ eV and the central value is 35.8 eV. Curvature concentrated near the empty core produces this order.

For a full integration, five-point Gauss quadrature of $\varepsilon(n)$ reproduces $E(0)-E(1)$ to 0.009 eV in PBE and to better than 0.0001 eV in UHF. This also tests the integrated relation (3).

**Q.** If both end points are converged, I can subtract their total energies. What use is the half hole?

**A.** For an isolated molecule with both total energies in hand, the subtraction is the better way to obtain $I$ within the chosen theory, since it has no midpoint error. The half hole needs one calculation instead of two. The valence levels in that calculation feel half a core hole and do not estimate their own ionisation energies, but the core level can be referred to a Fermi level found in the same calculation.

That helps at a metallic surface when the core level is wanted relative to the Fermi level. Move the core electron to the Fermi level instead of removing it. As $n$ falls by $dn$, the Fermi-level occupation rises by the same amount, so $dE/dn=\varepsilon-\varepsilon_{\rm F}$, and the energy needed is

$$
\int_0^1(\varepsilon_{\rm F}-\varepsilon)\,dn\approx\varepsilon_{\rm F}(1/2)-\varepsilon(1/2).
$$

The simulation cell stays neutral, and a constant added to the potential cancels. The leading error of this estimate is $(\varepsilon''-\varepsilon_{\rm F}'')/24$. The formula assumes zero electronic temperature and a metal with states at the Fermi level. An insulating oxide has none, and its reference must be fixed separately.

**Q.** I mostly compare two chemical environments. Does the 2 eV error cancel?

**A.** It cancels as far as the weighted curvature in (5) is the same in both. For the midpoint error to change by 0.1 eV, the average curvature must change by $24\times0.1=2.4$ eV, or 5% of the 48 eV found here. A large part of the curvature is explicit and belongs to the core orbital, so I expect much of it to carry over. That is a conjecture, since only one environment was calculated.

**Q.** Finally, how close is this molecule to what an etching engineer measures?

**A.** Hydrogen fluoride serves as a fluorinating reactant in thermal atomic layer etching of oxides such as alumina, and F 1s photoemission lines lie roughly near 690 eV. The calculation treats a free molecule with energies counted from vacuum. On a reactive oxide the molecule can dissociate, and the fluorine then sits in a surface fluoride. Together with a reference to the Fermi level, this can move the line by several eV, as a rough figure. Treating the molecule as free is therefore probably the most serious simplification for a real surface, though no surface was calculated here.

If the molecule stays intact 0.3 nm from an oxide of relative permittivity $\kappa=9$, a rough static value for alumina, the classical image charge lowers $I$ by

$$
\frac{e^2}{16\pi\epsilon_0z}\,\frac{\kappa-1}{\kappa+1}=0.96\ \text{eV}.
$$

Photoemission is too fast for the lattice to follow. An electronic permittivity of roughly 3 reduces the factor from 0.8 to 0.5 and the shift to 0.6 eV. At so short a distance the image model itself is crude.

Within the free molecule, scalar relativity raises the UHF value by 0.64 eV, and a quadruple-zeta fluorine basis lowers it by 0.05 eV. The PBE value lies 0.51 eV below the UHF value, a difference between two approximations and not a bound on the error of either. Zero-point motion spreads $I$ by about 0.26 eV (root mean square) in a linear estimate. At a rough process temperature of 550 K, $k_{\rm B}T=0.047$ eV is far below the calculated vibrational quantum of 0.52 eV, so thermal excitation of the bond adds little.

The UHF midpoint error of 0.05 eV is thus small beside most of these effects, while the PBE midpoint error of 2 eV exceeds each of those calculated here. The ionisation energy that PBE itself assigns to the molecule should therefore come from the total-energy difference or from a finer integration of $\varepsilon(n)$. Removing the midpoint error need not bring the result closer to measurement, because the functional has an error of its own and the two can partly cancel. The numerical output below lists the values for both theories.

## Computed results

```
F-H distance: 0.092 nm
basis functions: 47
UHF eps(1.0): -715.259 eV
UHF eps(0.7): -701.766 eV
UHF eps(0.5): -692.782 eV
UHF eps(0.3): -683.843 eV
UHF eps(0.0): -670.580 eV
UHF Janak: dE/dn at 1/2: -692.782 eV
UHF I from E(0)-E(1): 692.828 eV
UHF error of -eps(1): 22.431 eV
UHF error of -eps(1/2): -0.046 eV
UHF eps''(1/2): -1.125 eV
UHF frozen-orbital eps''(1/2): 0.000 eV
UHF leading term eps''/24: -0.047 eV
UHF next term eps''''/1920: 0.001 eV
UHF error after curvature term: 0.001 eV
UHF error of Simpson rule: -0.000 eV
UHF error of 5-point Gauss: 0.00000 eV
UHF midpoint error ratio, widths 0.4/0.2: 7.986 (pure number)
PBE eps(1.0): -659.331 eV
PBE eps(0.7): -680.907 eV
PBE eps(0.5): -694.320 eV
PBE eps(0.3): -706.218 eV
PBE eps(0.0): -713.066 eV
PBE Janak: dE/dn at 1/2: -694.320 eV
PBE I from E(0)-E(1): 692.319 eV
PBE error of -eps(1): -32.989 eV
PBE error of -eps(1/2): 2.001 eV
PBE eps''(1/2): 35.815 eV
PBE frozen-orbital eps''(1/2): 41.632 eV
PBE leading term eps''/24: 1.492 eV
PBE next term eps''''/1920: 0.317 eV
PBE error after curvature term: 0.508 eV
PBE error of Simpson rule: -0.706 eV
PBE error of 5-point Gauss: 0.00852 eV
PBE midpoint error ratio, widths 0.4/0.2: 8.194 (pure number)
PBE I, change on finer grid: -0.00003 eV
I(PBE) - I(UHF): -0.509 eV
scalar-relativistic shift of I (UHF): 0.636 eV
quadruple-zeta F basis shift of I (UHF): -0.050 eV
vibrational quantum (UHF): 0.522 eV
zero-point rms bond change: 0.0065 nm
zero-point rms spread of I: 0.256 eV
rough process temperature: 550 K
thermal energy kT: 0.047 eV
assumed distance from oxide: 0.3 nm
assumed relative permittivity: 9.0 (pure number)
image-charge lowering of I: 0.960 eV
```
